# Heat conduction along very thin films with diffuse surfaces, part 2

A film fills $0<z<d$, and heat flows along it under a small temperature gradient $T'$. The carriers are classical particles with one speed $v$, relaxation time $\tau$ and bulk free path $\Lambda=v\tau$ (the gray model). Interior scattering is isotropic and the walls are fully diffuse. The classical treatment requires carrier wavelengths $\lambda\ll2d^2/\Lambda$.

With $C$ the heat capacity per volume, the bulk heat flux $q_x$ and conductivity $\kappa$ are

$$q_x=-\frac{C v^2\tau}{3}T',\qquad \kappa=\frac{Cv\Lambda}{3}. \tag{2}$$

The velocity components along the heat flow and normal to the film are $v_x$ and $v_z$, and $\mu$ is the cosine of the angle between the flight direction and the film normal. The deviation of the carrier occupation from local equilibrium is odd in $v_x$. Divided by its bulk value it is called $g$, and it obeys

$$\mu\Lambda\frac{dg}{dz}+g=1. \tag{3}$$

For diffuse walls, carriers leave a wall with $g=0$. With $\delta=d/\Lambda$ and $x=\delta/\mu$, the average of $g$ over the thickness is

$$h(x)=1-\frac{1-e^{-x}}{x}, \tag{5}$$

$$h(x)=\frac x2-\frac{x^2}{6}+\frac{x^3}{24}-\dots \tag{6}$$

where the series serves for small $x$. The ratio $F=\kappa_{\rm film}/\kappa$ of the film's in-plane conductivity to the bulk value is, for any thickness,

$$F(\delta)=\frac32\int_0^1(1-\mu^2)\,h\!\left(\frac\delta\mu\right)d\mu. \tag{7}$$

This is the full $F$. As $\delta\to0$,

$$F=\frac{3\delta}{4}\ln\frac1\delta+O(\delta),\qquad \frac{F}{\tfrac34\,\delta\ln(1/\delta)}\to1 . \tag{10}$$

The leading term $\tfrac34\delta\ln(1/\delta)$ alone is called the bare logarithm, and $L=\ln(1/\delta)$.

Question (e) now asks for the term of order $\delta$ in $F$, and the next one.

**Solution.** Change the variable in $F$ from $\mu$ to $x=\delta/\mu$. Then $d\mu=-\delta\,dx/x^2$, and the limits $\mu=0,1$ become $x=\infty,\delta$. With $\mu^2=\delta^2/x^2$,

$$F=\frac{3\delta}{2}(A-B),\qquad A=\int_\delta^\infty\frac{h}{x^2}dx,\qquad B=\delta^2\int_\delta^\infty\frac{h}{x^4}dx. \tag{11}$$

*The integral $A$.* Write $h=N/x$ with $N=x-1+e^{-x}$, whose derivative is $N'=1-e^{-x}$. Integrate by parts, using $x^{-3}=-\tfrac12(x^{-2})'$. The boundary term at infinity vanishes because $N$ grows only like $x$:

$$A=\int_\delta^\infty\frac{N}{x^3}dx=\frac{N(\delta)}{2\delta^2}+\frac12\int_\delta^\infty\frac{1-e^{-x}}{x^2}dx .$$

A second integration by parts, with $x^{-2}=-(x^{-1})'$, gives

$$A=\frac{N(\delta)}{2\delta^2}+\frac{1-e^{-\delta}}{2\delta}+\frac12E_1(\delta),\qquad E_1(\delta)=\int_\delta^\infty\frac{e^{-x}}{x}dx. \tag{12}$$

The logarithm sits in $E_1$. To extract it, split the integral at $x=1$ and write $e^{-x}=1-(1-e^{-x})$ in the lower part:

$$E_1(\delta)=L-\int_\delta^1\frac{1-e^{-x}}{x}dx+\int_1^\infty\frac{e^{-x}}{x}dx .$$

Extend the first integral down to zero and correct for the added piece, $\int_0^\delta(1-e^{-x})dx/x=\delta+O(\delta^2)$. This gives

$$E_1(\delta)=L-\gamma+\delta+O(\delta^2),\qquad \gamma=\int_0^1\frac{1-e^{-x}}{x}dx-\int_1^\infty\frac{e^{-x}}{x}dx. \tag{13}$$

The number $\gamma$ is Euler's constant, defined as the limit of $H_n-\ln n$ with $H_n=1+\tfrac12+\dots+\tfrac1n$. To see this, integrate the geometric sum $1+s+\dots+s^{n-1}=(1-s^n)/(1-s)$ over $s$ from $0$ to $1$. The left side gives $H_n$. On the right put $s=1-x/n$:

$$H_n=\int_0^n\frac{1-(1-x/n)^n}{x}dx=\int_0^1\frac{1-(1-x/n)^n}{x}dx+\ln n-\int_1^n\frac{(1-x/n)^n}{x}dx .$$

As $n\to\infty$, $(1-x/n)^n$ tends to $e^{-x}$. The first integrand stays below one and the last below $e^{-x}/x$, so the limit may be taken under the integrals. What remains of $H_n-\ln n$ is the expression in (13). Its value is $\gamma=0.5772$.

Now expand (12). Since $N(\delta)=\delta^2/2-\delta^3/6+\dots$, the three terms are

$$\frac{N(\delta)}{2\delta^2}=\frac14-\frac{\delta}{12}+\dots,\qquad \frac{1-e^{-\delta}}{2\delta}=\frac12-\frac\delta4+\dots,\qquad \frac{E_1}{2}=\frac L2-\frac\gamma2+\frac\delta2+\dots$$

The coefficients of $\delta$ add to $-\tfrac1{12}-\tfrac3{12}+\tfrac6{12}=\tfrac16$, so

$$A=\frac L2+\frac34-\frac\gamma2+\frac\delta6+O(\delta^2). \tag{14}$$

Quadrature of the integral with its logarithm removed gives $0.46139$ for the constant $\tfrac34-\tfrac\gamma2$, in agreement with (14).

*The integral $B$.* The integrand $h/x^4$ is largest at small $x$. Insert the series of $h$ between $\delta$ and $1$. The first two terms give

$$\int_\delta^1\left(\frac1{2x^3}-\frac1{6x^2}\right)dx=\frac1{4\delta^2}-\frac1{6\delta}+\text{constant}.$$

The next term, $1/(24x)$, gives $L/24$, and everything else is finite as $\delta\to0$. After multiplication by $\delta^2$,

$$B=\frac14-\frac\delta6+O(\delta^2L). \tag{15}$$

*The sum.* From (14) and (15),

$$A-B=\frac12\left(L+1-\gamma\right)+\frac\delta3+O(\delta^2L),$$

and (11) yields

$$F=\frac{3\delta}{4}\left[\ln\frac1\delta+1-\gamma\right]+\frac{\delta^2}{2}+O\!\left(\delta^3\ln\frac1\delta\right). \tag{16}$$

The constant $1-\gamma=0.4228$ has two sources. The integral $A$, in which the weight $1-\mu^2$ is replaced by one, supplies $\tfrac32-\gamma$. The correction $B$ takes away $\tfrac12$, because steep directions carry less heat along the film.

The last term of (16) was tested at $\delta=10^{-6}$. The difference between $F$ and its first term, divided by $\delta^2$, comes out as $0.499999$.

### (f) How thin must a film be for the bare logarithm to be accurate to 5%, or to 1%?

**Solution.** Let $\varepsilon$ be the amount by which the bare logarithm falls short, relative to the full $F$. With the first term of (16) for $F$,

$$\varepsilon=1-\frac{L}{L+1-\gamma}=\frac{1-\gamma}{L+1-\gamma}.$$

Solving for $L$ gives

$$L=(1-\gamma)\left(\frac1\varepsilon-1\right). \tag{17}$$

For $\varepsilon=0.05$ this is $L=0.4228\times19=8.03$, which means $\delta\approx3.2\times10^{-4}$. For $\varepsilon=0.01$ it is $L=0.4228\times99=41.9$. The full formula for $F$ places the two limits at $\delta=3.2\times10^{-4}$ and $\delta=6.6\times10^{-19}$.

The second number has no physical realization. With $d=1$ nm it would require a free path of about $1.5\times10^9$ m. The limit (10) is true, but the error falls so slowly that the bare logarithm never becomes a 1% formula for a real film.

The constant repairs this. The table compares both approximations with the full $F$ of this model.

| $\delta$ | $F$ | bare logarithm$/F$ | first term of (16)$/F$ |
|---|---|---|---|
| $10^{-1}$ | $0.2091$ | $0.826$ | $0.977$ |
| $10^{-2}$ | $0.03776$ | $0.915$ | $0.9987$ |
| $10^{-3}$ | $0.005498$ | $0.942$ | $0.9999$ |
| $10^{-4}$ | $0.0007225$ | $0.956$ | $1.0000$ |

What is left after the constant is included is mainly the term $\delta^2/2$. At $\delta=0.01$ it amounts to $0.00005/0.03776=0.13\%$ of $F$, which is the deficit in the last column.

The table also shows that the conductivity is not proportional to thickness. Between $\delta=10^{-3}$ and $10^{-2}$ the thickness grows tenfold at fixed $\Lambda$, but $F$ grows by a factor of $6.9$. A thicker film has longer crossings, but fewer decades of $\mu$ lie between $\delta$ and one.

### (g) A film has $d=5$ nm, $\Lambda=500$ nm and bulk conductivity $100$ W/(m K). Find its conductivity, and the share carried by directions within about $6^\circ$ of the film plane.

These are round model parameters and describe no particular material. The condition $\lambda\ll2d^2/\Lambda$ would here require wavelengths far below $0.1$ nm, shorter than those of lattice phonons. The numbers therefore illustrate the classical formula and do not predict the conductivity of a real 5 nm film. The same holds for the example in part (h). Since $F$ depends only on $d/\Lambda$, it has the same value for $d=5$ μm and $\Lambda=500$ μm, where the condition is $\lambda\ll100$ nm.

**Solution.** Here $\delta=5/500=0.01$ and $L=4.6052$. The bare logarithm gives

$$F\approx0.75\times0.01\times4.6052=0.03454,\qquad \kappa_{\rm film}\approx3.45\ \text{W/(m K)} .$$

With the constant, the bracket in (16) is $4.6052+0.4228=5.0280$, and

$$F\approx0.0075\times5.0280=0.03771,\qquad \kappa_{\rm film}\approx3.77\ \text{W/(m K)} .$$

Adding $\delta^2/2=0.00005$ brings $F$ to $0.03776$, equal to the full value at this precision. The film conductivity in this model is $3.78$ W/(m K), and the bare logarithm is 8.5% below it.

For the second question take $\mu<0.1$, which means angles up to $5.7^\circ$ from the film plane. It is easier to calculate the remaining directions, because for them $x=\delta/\mu\le0.1$ and two terms of the series of $h$ suffice:

$$\frac32\int_{0.1}^1(1-\mu^2)\left(\frac{\delta}{2\mu}-\frac{\delta^2}{6\mu^2}\right)d\mu .$$

The first term gives $\tfrac34\delta\,[\ln10-\tfrac12(1-0.01)]=0.0075\times1.8076=0.01356$. In the second, $\int_{0.1}^1(\mu^{-2}-1)d\mu=9-0.9=8.1$, so it gives $-\tfrac14\delta^2\times8.1=-0.00020$. The sum is $0.01336$, or 35% of $F$. The grazing directions carry the other 65%, in agreement with the 64.6% found by quadrature. In the bulk the same directions carry $\tfrac32(0.1-0.001/3)$, about 15%.

The result also depends on how the walls reflect. Suppose that a fraction $p$ of the carriers with a given $\mu$ is reflected like light from a mirror, and the rest diffusely. A mirror reflection keeps $v_x$ and reverses $v_z$. A carrier leaving the wall at $z=0$ then has $g_0=p\,g_{\rm in}$, where $g_{\rm in}$ belongs to the arriving carriers. By the mirror symmetry of the film, $g_{\rm in}$ equals the value reached after one crossing, $1-(1-g_0)e^{-x}$. Hence

$$1-g_0=1-p+p(1-g_0)e^{-x},\qquad 1-g_0=\frac{1-p}{1-pe^{-x}} .$$

The solution of the transport equation is now $g=1-(1-g_0)e^{-z/(\mu\Lambda)}$, and its average over the thickness is $1-(1-g_0)(1-e^{-x})/x$. For $x\ll1-p$, $1-g_0\approx1-px/(1-p)$ and $(1-e^{-x})/x\approx1-x/2$. To first order in $x$ the average is

$$\frac x2+\frac{px}{1-p}=\frac x2\,\frac{1+p}{1-p} .$$

The contribution of such a direction is multiplied by $(1+p)/(1-p)$. For $p=0.2$ this factor is $1.5$, as long as $x$ is small. Directions with $\mu$ comparable to $\delta$ or smaller gain less, because interior scattering already limits their flights. In the example with $\delta=0.01$, putting this thickness average with $p=0.2$ into (7) for $\mu<0.1$ alone raises $F$ by about 18%, and for $\mu>0.1$ alone by about 17%. The grazing directions carry 65% of the conductivity but only about half of the response to $p$. As $\delta\to0$, however, the logarithm comes from ever smaller $\mu$. The coefficient $\tfrac34$ therefore requires walls that are diffuse for grazing carriers in particular. On a real surface with slight roughness, $p$ can approach one as $\mu\to0$. The factor $(1+p)/(1-p)$ then applies only as long as $x\ll1-p$, and the gain of a direction never exceeds $1/h(x)$, because the thickness average cannot exceed one. If $1-p\approx c\mu^2$ at small $\mu$, the average is about $x/(1-p)=\delta/(c\mu^3)$ for $\mu\gg\mu_0=(\delta/c)^{1/3}$ and close to one for $\mu\ll\mu_0$. Both ranges contribute an amount of order $\mu_0$, so $F$ falls as $\delta^{1/3}$ for $\delta\to0$, and the logarithmic law (10) no longer holds.

### (h) Real carriers have a range of free paths. Generalize the result, and decide whether one average free path can replace the range.

**Solution.** Divide the carriers into channels with free paths $\Lambda_i$ and bulk contributions $\kappa_i$, where $\sum_i\kappa_i=\kappa$. Assume that each channel obeys its own relaxation-time equation. The deviation of each channel is odd in $v_x$, so isotropic scattering and diffuse walls pass none of it to the other channels. The contributions simply add:

$$\kappa_{\rm film}=\sum_i\kappa_i\,F\!\left(\frac d{\Lambda_i}\right). \tag{18}$$

If $d$ is much smaller than every $\Lambda_i$, the first term of (16) applies to each channel:

$$\kappa_{\rm film}\approx\frac{3d}{4}\sum_i\frac{\kappa_i}{\Lambda_i}\left[\ln\frac{\Lambda_i}{d}+1-\gamma\right]. \tag{19}$$

If some free paths are comparable with $d$ or shorter, (19) does not hold for them and (18) must be used with the full $F$.

Now compare (18) with a gray model that has the same bulk conductivity and the weighted mean path $\bar\Lambda=\sum_iw_i\Lambda_i$, $w_i=\kappa_i/\kappa$. The comparison depends on the curvature of $F$ as a function of free path at fixed $d$. For one direction put $y=1/x=\Lambda\mu/d$. The thickness average is then

$$\eta(y)=1-y\left(1-e^{-1/y}\right).$$

The derivative of $e^{-1/y}$ is $e^{-1/y}/y^2$, so

$$\eta'=-1+e^{-1/y}\left(1+\frac1y\right),\qquad \eta''=\frac{e^{-1/y}}{y^2}\left(1+\frac1y\right)-\frac{e^{-1/y}}{y^2}=\frac{e^{-1/y}}{y^3}>0 .$$

Since $y$ is proportional to $\Lambda$, every direction contributes a convex function of $\Lambda$, and so does their positively weighted sum $F$. A convex function lies above its tangent. With the tangent taken at $\bar\Lambda$,

$$F\!\left(\frac d{\Lambda_i}\right)\ge F\!\left(\frac d{\bar\Lambda}\right)+\left.\frac{dF}{d\Lambda}\right|_{\bar\Lambda}(\Lambda_i-\bar\Lambda).$$

Multiply by $\kappa_i$ and sum. The last term vanishes by the definition of $\bar\Lambda$, which leaves

$$\kappa_{\rm film}\ge\kappa\,F\!\left(\frac d{\bar\Lambda}\right). \tag{20}$$

Within this model, and at any thickness, the gray formula with the mean path $\bar\Lambda$ is a lower bound.

The distance from the bound can be large. Keep $d=5$ nm and $\kappa=100$ W/(m K), but let half of the bulk conductivity come from carriers with $\Lambda_1=100$ nm and half from carriers with $\Lambda_2=900$ nm. The mean path is again $500$ nm. The prefactors $3d\kappa_i/(4\Lambda_i)$ in (19) are $3.75\times50/100=1.875$ and $3.75\times50/900=0.2083$ W/(m K), so

$$\kappa_{\rm film}\approx1.875\,(\ln20+0.4228)+0.2083\,(\ln180+0.4228)=6.41+1.17=7.58\ \text{W/(m K)} .$$

The full formula (18) gives $6.47+1.17=7.64$ W/(m K). This is twice the $3.78$ W/(m K) of the gray film, although the bulk conductivity and the mean path are the same.

The reason lies in the ratio $\kappa_i/\Lambda_i$, which by (2) equals $C_iv_i/3$. To supply the same bulk conductivity with a path nine times shorter, the first channel must have nine times the product of heat capacity and speed. In the thin film the walls limit the flights of both channels. The effective free paths $\Lambda_iF(d/\Lambda_i)$ are about 13 nm and 21 nm, so their ratio is only 1.6 instead of nine, and the larger product of heat capacity and speed decides. The short-path carriers deliver 85% of the film's conductivity. The bulk conductivity and the mean path $\bar\Lambda$ therefore do not determine the conductivity of a thin film. Where (19) holds, two other sums over the channels do: $\sum_i\kappa_i/\Lambda_i$ and $\sum_i(\kappa_i/\Lambda_i)\ln\Lambda_i$. Where it does not hold, (18) has to be evaluated with the separate $\kappa_i$ and $\Lambda_i$.

A different average comes closer in this example. The path defined by (2) for the whole spectrum is $\Lambda_{\rm h}=3\kappa/\sum_iC_iv_i=\kappa/\sum_i(\kappa_i/\Lambda_i)$, the mean of $\Lambda_i$ with weights $\kappa_i/\Lambda_i$. With $t=1/y$, the second derivative of $y\,\eta(y)$ is $-2+2e^{-t}(1+t+t^2/2)$, which is negative because $e^t>1+t+t^2/2$. So $\Lambda F(d/\Lambda)$ is concave in $\Lambda$. Writing (18) as $\sum_i(\kappa_i/\Lambda_i)\,\Lambda_iF(d/\Lambda_i)$ and using the tangent at $\Lambda_{\rm h}$ gives $\kappa_{\rm film}\le\kappa F(d/\Lambda_{\rm h})$. Here $\Lambda_{\rm h}=180$ nm and the gray formula gives $8.38$ W/(m K), about 10% above the full $7.64$ W/(m K). The two gray models bracket the result, and neither reproduces it.

## Computed results

```
GENERAL RESULTS (ratios are dimensionless)
Euler constant gamma: 0.57722
1 - gamma: 0.42278
constant in integral of h/x^2, by quadrature: 0.4613922
remainder / delta^2 at delta = 1e-6: 0.499999
one decade of mu, contribution / delta: 1.7247
(3/4) ln 10: 1.7269
simulated F at delta = 0.1: 0.21
delta | F full | bare log / F | log and constant / F
1e-01 | 2.09133e-01 | 0.8258 | 0.977383
1e-02 | 3.77592e-02 | 0.9147 | 0.998687
1e-03 | 5.49840e-03 | 0.9422 | 0.999909
1e-04 | 7.22489e-04 | 0.9561 | 0.999993
1e-06 | 1.06787e-05 | 0.9703 | 1.000000
delta where bare log is 5 percent low: 0.000323
delta where bare log is 1 percent low: 6.64e-19
WORKED EXAMPLE, ONE FREE PATH
bulk conductivity: 100.0 W/(m K)
free path: 500.0 nm
thickness: 5.0 nm
delta: 0.01
ln(1/delta): 4.6052
F full: 0.037759
film conductivity, full: 3.776 W/(m K)
film conductivity, bare log: 3.454 W/(m K)
film conductivity, log and constant: 3.771 W/(m K)
shortfall of bare log: 8.53 percent
grazing directions: mu below: 0.1
their largest angle to the film plane: 5.74 degrees
their share of film conductivity: 64.6 percent
their share of bulk conductivity: 14.9 percent
WORKED EXAMPLE, TWO FREE PATHS, HALF THE BULK CONDUCTIVITY EACH
film part of path 100 nm: 6.47 W/(m K)
film part of path 900 nm: 1.171 W/(m K)
conductivity-weighted mean path: 500.0 nm
film conductivity, full: 7.641 W/(m K)
film conductivity, log and constant: 7.58 W/(m K)
two-path result / one-path result: 2.024
```
